# Pair-energy model of ligand exchange in tetrahedral M(NR2)4-nXn precursors

## The situation and the reaction

When a metal amide M(NR$_2$)$_4$ is mixed with MX$_4$ and the ligands can exchange, the solution comes to contain five species. A precursor chemist who wants M(NR$_2$)$_2$X$_2$ needs to know how much of it forms by chance and how much because unlike ligands prefer to share a metal centre. Write A for NR$_2$ and let $n$ be the number of X ligands on a centre. The reaction is

$$\mathrm{MA_4+MX_4\rightleftharpoons 2\,MA_2X_2},\qquad
K=\frac{[\mathrm{MA_2X_2}]^2}{[\mathrm{MA_4}][\mathrm{MX_4}]}.$$

Two molecules form from two, so the volume cancels and $K$ has no unit.

The model assumes four equivalent tetrahedral sites, monodentate ligands, a dilute ideal mixture of monomers and completed exchange. Energies are per molecule and $k$ is Boltzmann's constant. If $w$ is given per mole, $R$ replaces $k$. The algebra uses atomic units; numerical energies are in eV.

## Energy of each species

Let $b_A$ and $b_X$ be the metal–ligand bond energies, and $e_{AA}$, $e_{XX}$, $e_{AX}$ the energies of ligand pairs on one centre. With $m=4-n$ amide ligands there are $m(m-1)/2$ AA pairs, $n(n-1)/2$ XX pairs and $mn$ AX pairs:

$$U_n=mb_A+nb_X+\frac{m(m-1)}2e_{AA}+\frac{n(n-1)}2e_{XX}+mn\,e_{AX}.$$

Since $m-1=3-n$ and $n-1=3-m$, the like-pair counts are

$$\frac{m(m-1)}2=\frac{3m}{2}-\frac{mn}{2},\qquad
\frac{n(n-1)}2=\frac{3n}{2}-\frac{mn}{2}.$$

Substitution gives

$$U_n=m\left(b_A+\tfrac32e_{AA}\right)+n\left(b_X+\tfrac32e_{XX}\right)
+mn\left[e_{AX}-\tfrac12(e_{AA}+e_{XX})\right].$$

The first two terms are a fixed amount per ligand. Exchange conserves ligands, so these terms cancel in every balanced reaction. The bracket is the excess energy $w$ of one unlike pair, and the part of the energy that matters is

$$E_n=n(4-n)w=0,\;3w,\;4w,\;3w,\;0\qquad(n=0,\ldots,4).$$

Negative $w$ favours mixing. Two MA$_2$X$_2$ molecules contain eight unlike pairs and the homoleptic reactants none, so the reaction energy is $8w$.

## Where the factor 36 comes from

There are $\binom4n=4!/[n!(4-n)!]$ ways to choose the sites occupied by X: 1, 4, 6, 4 and 1. The same numbers follow from rotational symmetry. Four labelled ligands can be placed on the sites in $4!=24$ ways. The tetrahedron has 12 proper rotations, so 2 placements remain that no rotation interconverts. Ligands of one kind are identical, which requires division by $n!(4-n)!$. The factor in the molecular partition function is therefore

$$\frac1{\sigma_n}=\frac{2}{n!(4-n)!}=\frac1{12}\binom4n.$$

This gives $\sigma_n=12,3,2,3,12$. The common $1/12$ cancels in the reaction, and

$$\frac{\sigma_0\sigma_4}{\sigma_2^2}=\frac{12\times12}{2\times2}=36=\frac{6^2}{1\times1}.$$

Site counting and symmetry numbers are two accounts of one factor, so an implementation must use one of them, not both. Real NR$_2$ groups have orientations that can lower the symmetry of a rigid structure. The factor 36 still holds if each ligand contributes its own orientational factor, independent of its neighbours. If symmetry numbers of rigid conformers are used instead, all conformers must be summed.

The masses do not alter this factor in classical statistics. Integration over the momentum of a particle of mass $m_i$ gives $(m_ikT/2\pi)^{3/2}$ in atomic units. Both sides of the reaction contain the same atoms, so these factors cancel. What remains are integrals over positions. These supply the site count, the Boltzmann factors and the widths of the vibrational wells. The widths cancel exactly when all species share one geometry and force field; otherwise they add an entropy term to $K$. Internal ligand factors cancel if they belong to the ligand alone, and electronic degeneracies are taken as equal.

Quantum vibration adds a correction. For a mode of frequency $\omega$, with $x=\omega/kT$, the ratio of quantum to classical partition functions is

$$\frac{x/2}{\sinh(x/2)},\qquad
\ln\frac{x/2}{\sinh(x/2)}=-\frac{x^2}{24}+O(x^4).$$

The leading correction depends on $\sum\omega^2$, the trace of the mass-weighted force-constant matrix. Treat the ligands as point masses with a common force field. Let $h_M$ and $h_L$ be the traces of the diagonal blocks for the metal and for one ligand site. Then

$$\sum\omega^2=\frac{h_M}{m_M}+(4-n)\frac{h_L}{m_A}+n\frac{h_L}{m_X}.$$

This is linear in $n$. Twice its value at $n=2$ equals the sum of its values at $n=0$ and $n=4$, so the leading correction cancels.

## From site weights to the equilibrium constant

Give each species the weight

$$g_n=\binom4n e^{-E_n/kT}.$$

Consider $N$ centres that carry $L$ X ligands in total. Define $G(z)=\sum_n g_nz^n$, and let $[z^L]$ denote the coefficient of $z^L$. The sum over all ligand arrangements is $Z=[z^L]G(z)^N$.

Let $N_n$ be the number of centres of type $n$. The product $N_2(N_2-1)$ counts ordered pairs of different centres that are both MA$_2$X$_2$. There are $N(N-1)$ ordered pairs of centres. Once a pair is fixed as MA$_2$X$_2$, the other $N-2$ centres hold $L-4$ X ligands, so

$$\langle N_2(N_2-1)\rangle=\frac{N(N-1)g_2^2\,[z^{L-4}]G(z)^{N-2}}{Z}.$$

A pair made of one MA$_4$ and one MX$_4$ also holds four X ligands:

$$\langle N_0N_4\rangle=\frac{N(N-1)g_0g_4\,[z^{L-4}]G(z)^{N-2}}{Z}.$$

The remaining centres contribute the same factor to both averages. Division gives

$$\frac{\langle N_2(N_2-1)\rangle}{\langle N_0N_4\rangle}=\frac{g_2^2}{g_0g_4},$$

for any finite $N$ at which the denominator is nonzero. In a large sample at fixed composition the relative fluctuations vanish and the left side becomes the concentration ratio $K$. With $g_0=g_4=1$ and $g_2=6e^{-4w/kT}$,

$$\boxed{K=36\,e^{-8w/kT}},\qquad
\boxed{w=\frac{kT}{8}\ln\frac{36}{K}}.$$

The inversion follows from $\ln(K/36)=-8w/kT$. An enumeration of six X ligands over three centres, with $w$ set for $K=900$, returned 900.000000 for the ratio of averages.

At $w=0$ the constant is 36, so a measured $K$ above 1 does not by itself show a preference for mixing; the comparison value is 36. For $|8w|\ll kT$, $K\simeq36(1-8w/kT)$. Large positive $w/kT$ sends $K$ to zero, and large negative $w/kT$ makes it grow without limit.

Differentiation of the inverted formula gives

$$dw=-\frac{kT}{8}\frac{dK}{K}+\frac{w}{T}\,dT.$$

At fixed temperature, a small relative error in $K$ is multiplied by only $kT/8$.

If unlike contacts also change the entropy, $w$ is a free energy, $w=h-Ts$, and

$$\ln K=\ln36-\frac{8h}{kT}+\frac{8s}{k}.$$

One measurement gives $w$ at that temperature. Separating $h$ from $s$ needs further data, such as $K$ at other temperatures or a measured reaction enthalpy. If $h$ and $s$ are constant, the slope of $\ln K$ against $1/T$ is $-8h/k$.

## The full composition and a test of pair additivity

In a large sample the metal fractions are

$$x_n=\frac{g_nz^n}{\sum_j g_jz^j},\qquad \sum_n n x_n=4p,$$

where $p$ is the fraction of all ligands that are X. The second equation fixes $z$. It has one positive root for $0<p<1$, because $d\langle n\rangle/d\ln z$ is the variance of $n$, which is positive. For equal ligand amounts $p=1/2$, and the symmetry $g_n=g_{4-n}$ gives $z=1$. Then

$$x_0:x_1:x_2:x_3:x_4=1:4e^{-3w/kT}:6e^{-4w/kT}:4e^{-3w/kT}:1.$$

At $w=0$, MA$_2$X$_2$ holds $6/16$ of the metal. For negative $w$,

$$\frac{x_1}{x_2}=\frac23e^{w/kT},\qquad \frac{x_0}{x_2}=\frac16e^{4w/kT}.$$

The homoleptic species therefore disappear much faster than the 3:1 species as $w$ becomes more negative. A large $K$ does not imply a pure product.

The constant $K$ cannot test the pair model. For arbitrary excess energies with $E_0=E_4=0$, it equals $36e^{-2E_2/kT}$ and fixes $E_2$ alone. The 3:1 species supply further constants:

$$K'=\frac{x_2^2}{x_1x_3}=\frac{36}{16}e^{-(8w-6w)/kT}=\frac94e^{-2w/kT},$$

$$K_1=\frac{x_1^2}{x_0x_2}=\frac{16}{6}e^{-(6w-4w)/kT}=\frac83e^{-2w/kT}.$$

The mirror constant $K_3=x_3^2/(x_2x_4)$ has the same model value as $K_1$. The four constants obey the identity $K=K_1K_3K'^2$, so three of them are independent. Pair additivity requires $K_1$, $K'$ and $K_3$ to give one value of $w$ within their joint uncertainty. Agreement of $K$ and $K'$ alone tests $E_1+E_3=\tfrac32E_2$, but not $E_1=E_3$.

## Worked inversion

Take $K=900$ at 298.15 K as a chosen input, with equal amounts of A and X. The thermal energy is $kT=0.025693$ eV, so

$$w=\frac{0.025693}{8}\ln\frac{36}{900}
=0.0032116\times(-3.21888)=-0.01034\ \mathrm{eV}.$$

This is $-1.00$ kJ/mol per unlike pair. The reaction energy is $8w=-0.0827$ eV. Each pair energy is less than half of $kT$, yet the eight pairs together raise $K$ by a factor of 25.

The predicted metal fractions are 0.017, 0.228, 0.511, 0.228 and 0.017 for $n=0$ to 4. Almost half of the metal is still in the 3:1 species. If these were overlooked and all metal outside MA$_2$X$_2$ were divided equally between MA$_4$ and MX$_4$, the result would be

$$K_{\mathrm{false}}=\left[\frac{0.51064}{(1-0.51064)/2}\right]^2=4.36,
\qquad w_{\mathrm{false}}=+0.0068\ \mathrm{eV}.$$

The sign of the preference would be reversed. To obtain $K$ without assuming the pair model, the fractions of MA$_4$, MA$_2$X$_2$ and MX$_4$ must be known individually. They can be measured directly, or the two homoleptic fractions can be found from the other three with the balances $\sum_n x_n=1$ and $\sum_n nx_n=4p$.

Now suppose each fraction has an independent absolute error $\delta=0.002$. With $r_n=\delta/x_n$, linear error propagation gives

$$\delta w_K=\frac{kT}{8}\sqrt{4r_2^2+r_0^2+r_4^2}=0.00053\ \mathrm{eV},$$

$$\delta w_{K'}=\frac{kT}{2}\sqrt{4r_2^2+r_1^2+r_3^2}=0.00019\ \mathrm{eV}.$$

The first root is 0.166, because the scarce homoleptic species each have a relative error of 0.118. The second is 0.0147. Here $K'$ gives the more precise $w$ despite its larger prefactor, provided the pair model holds. This order is not general: at $w=0$ the same formulas give $2.9\,\delta kT$ for $K$ and $3.9\,\delta kT$ for $K'$. The fractions in this example were generated from the pair model, so their consistency is no evidence for it.

## A solvent effect that has pair form

MA$_2$X$_2$ has a dipole moment, while the ideal homoleptic species have none. A polarizable surrounding, even a nonpolar solvent, therefore changes $w$. Let the bond dipoles be $p_A\mathbf u_i$ and $p_X\mathbf u_i$ along the tetrahedral unit vectors $\mathbf u_i$, and let $d=p_X-p_A$. Since $\sum_i\mathbf u_i=0$, the molecular dipole is $d$ times the sum of $\mathbf u_i$ over the X sites. With $\mathbf u_i\cdot\mathbf u_j=-1/3$ for $i\ne j$,

$$\mu_n^2=d^2\left[n-\frac{n(n-1)}3\right]=\frac{n(4-n)}3d^2.$$

Place this dipole at the centre of an empty sphere of radius $a$ in a medium of relative permittivity $\varepsilon$. The potentials are

$$\phi_{\mathrm{in}}=\left(\frac{\mu}{r^2}-Fr\right)\cos\theta,\qquad
\phi_{\mathrm{out}}=\frac{B}{r^2}\cos\theta,$$

where $F$ is the reaction field. Continuity of the potential at $r=a$ gives $B=\mu-Fa^3$. Continuity of the normal displacement gives $2\mu+Fa^3=2\varepsilon B$. Eliminating $B$,

$$(2\varepsilon+1)Fa^3=2(\varepsilon-1)\mu.$$

The solvation energy is $-\mu F/2$; the factor one half accounts for the work of polarizing the medium. Hence

$$-\frac{\mu_nF}{2}=-\frac{\varepsilon-1}{2\varepsilon+1}\frac{\mu_n^2}{a^3}
=n(4-n)w_{\mathrm{solv}},\qquad
w_{\mathrm{solv}}=-\frac{\varepsilon-1}{2\varepsilon+1}\frac{d^2}{3a^3}.$$

For a fixed cavity radius this has the form of the pair energy. Agreement with the pair model therefore does not show that $w$ comes from direct ligand contact.

Take the rough values $d=0.3\ e$ Å, $a=5$ Å and $\varepsilon=2.3$. One atomic unit of energy times length is 14.40 eV Å, so

$$w_{\mathrm{solv}}=-14.40\times\frac{1.3}{5.6}\times\frac{0.09}{3\times125}
=-0.00080\ \mathrm{eV}.$$

Removing the solvent at 298.15 K changes $w$ to $-0.0095$ eV and lowers $K$ from 900 to about 700. This estimate is for isolated molecules that can still exchange ligands. It also treats the dipole as a point at the centre. If the same bond dipoles are represented by charges 2.2 Å from the centre, higher multipoles keep the pair form but change $w_{\mathrm{solv}}$ to about $-0.0009$ eV and the solvent-free $K$ to about 680.

## Use for cerium precursors and limits of the model

Monomeric cerium(IV) amides and alkoxides, considered as precursors for cerium oxide films, suit the model in one respect: cerium(IV) has a formally empty 4f shell, so a nondegenerate singlet ground state is a reasonable assumption for every species, even where the wavefunction is not a single closed-shell configuration. The input $K=900$ is not a measured cerium value, and the molecular parameters are rough. Two other assumptions can fail in a real alkoxide. Alkoxide ligands can bridge two metal centres unless they are bulky, and the large cerium(IV) ion can bind donor solvent molecules in addition to its four ligands.

**Dimers.** Suppose only MX$_4$ dimerizes, and let $\beta$ be the fraction of its cerium held in dimers. If an analysis counts monomer and dimer together, the apparent MX$_4$ concentration is the monomer concentration divided by $1-\beta$. Therefore

$$K_{\mathrm{app}}=K(1-\beta),\qquad
w_{\mathrm{app}}=w-\frac{kT}{8}\ln(1-\beta).$$

With an assumed dimer constant of 300 L/mol and 0.1 mol/L total cerium, $\beta=0.48$. Then $K_{\mathrm{app}}=470$ and $w_{\mathrm{app}}=-0.0083$ eV, a shift of $+0.0021$ eV. Tenfold dilution reduces $\beta$ to 0.09 and raises $K_{\mathrm{app}}$ to 818. In this model, a change of apparent $K$ on dilution reveals the association. Dimerization of MA$_2$X$_2$ would act in the opposite direction, so an apparent $K$ that barely changes between two concentrations does not exclude association of several species.

**Vibrations.** A point-ligand model used a metal–ligand distance of 2.2 Å, masses of 140, 100 and 75 u for Ce, A and X, and springs of 12 eV/Å$^2$ for bonds and 1 eV/Å$^2$ for ligand contacts. With common springs, its classical translations, rotations and vibrations gave $K=36.00000000$ at $w=0$. Quantum vibration changed this by about $-0.0001$ percent. Internal ligand modes that depend on the neighbouring ligands are outside this estimate.

Different bonds to A and X matter little in this model: lengths of 2.25 and 2.10 Å with springs of 10 and 16 eV/Å$^2$ give $K=36.1$. A difference in contact stiffness matters more. AA and XX contact springs of 1.3 and 0.7 eV/Å$^2$, with the unlike spring at their mean, give $K=30.4$. With like-contact springs of 1 eV/Å$^2$, reducing the unlike-contact spring to 0.9 eV/Å$^2$ multiplied the classical $K$ by 1.44 (1.45 with quantum vibration), equivalent to a shift of $-0.0012$ eV in $w$. Softer contacts enlarge the accessible range of positions. To first order in the spring change, each of the six equivalent ligand pairs contributes equally, so this entropy also has pair form.

**Temperature.** If $w$ is held at its 298.15 K value, warming to 400 K gives

$$K(400\ \mathrm K)=36\exp\left(3.21888\times\frac{298.15}{400}\right)\simeq397.$$

If $w$ were instead wholly entropic, it would be proportional to $T$ and $K$ would remain 900. These are two cases, not bounds, since $h$ and $s$ can have opposite effects on $K$. A constant measured near room temperature should not be carried to a heated precursor vessel without data on its temperature dependence.

The estimated shifts from solvent, contact stiffness and dimerization are 0.0008, 0.0012 and 0.0021 eV in magnitude, against $|w|=0.0103$ eV. For these parameters none reverses the sign of $w$, but their magnitudes add up to about 40 percent of $|w|$, so $w$ is only a rough measure of the direct ligand–ligand energy. The formula also fails if exchange is incomplete, or if a species that enters $K$ is chelated or has another coordination number. In an ideal mixture at equilibrium, ligand dissociation leaves $K$ unchanged for the intact four-coordinate species, but an analysis that counts the fragments with them gives a different value. Approaching the same $K$ from the homoleptic mixture and from MA$_2$X$_2$ checks that exchange is complete. The remaining values are in the numerical output.

## Numbers as computed

```
Measurement temperature: 298.15 K
Thermal energy kT: 0.025693 eV
Chosen equilibrium constant K: 900.0 (no unit)
ln(36/K): -3.21888 (no unit)
Recovered pair energy w: -0.010338 eV
Recovered w, converted: -0.9974 kJ/mol
Reaction energy 8w: -0.082701 eV
K from three-centre counting: 900.000000 (no unit)
Metal fraction with 0 X ligands: 0.01702 (no unit)
Metal fraction with 1 X ligands: 0.22766 (no unit)
Metal fraction with 2 X ligands: 0.51064 (no unit)
Metal fraction with 3 X ligands: 0.22766 (no unit)
Metal fraction with 4 X ligands: 0.01702 (no unit)
Mixed-species constant K': 5.03115 (no unit)
K when 3:1 species are ignored: 4.3555 (no unit)
False w when 3:1 species are ignored: 0.006783 eV
Assumed error of each fraction: 0.0020 (no unit)
Error of w from K: 0.000534 eV
Error of w from K': 0.000189 eV
Rough metal-ligand distance: 2.2 angstrom
Rough masses Ce, A, X: 140, 100, 75 u
Metal-ligand spring: 12.0 eV/angstrom^2
Like-contact spring: 1.0 eV/angstrom^2
Classical K for common springs: 36.00000000 (no unit)
Quantum vibration change in K: -0.00012 percent
Softer unlike spring: 0.9 eV/angstrom^2
Factor in K from softer contacts: 1.4439 (no unit)
Shift in w from softer contacts: -0.001180 eV
Rough bond-dipole difference: 0.3 e angstrom
Rough cavity radius: 5.0 angstrom
Rough solvent permittivity: 2.3 (no unit)
Solvent part of w: -0.000802 eV
w after solvent removal: -0.009535 eV
K after solvent removal at 298.15 K: 701.06 (no unit)
Delivery temperature: 400.0 K
K at delivery with original w fixed: 396.54 (no unit)
Assumed dimer constant: 300.0 L/mol
Total cerium concentration: 0.100 mol/L
MX4 cerium held in dimers: 0.4777 (no unit)
Apparent K with dimers: 470.07 (no unit)
Apparent w with dimers: -0.008252 eV
Diluted cerium concentration: 0.010 mol/L
Diluted MX4 dimer fraction: 0.0916 (no unit)
Apparent K after dilution: 817.59 (no unit)
```
